# Hartmann-Hahn transfer as zero-quantum nutation, static and under magic-angle spinning

## 1. What symmetry fixes

Two unlike spins 1/2, $I$ and $S$, are irradiated on resonance by constant fields along $x$. In the doubly rotating frame, with $\hbar=1$, their Hamiltonian is

$$H=\omega_{1I}I_x+\omega_{1S}S_x+b(t)\,2I_zS_z. \tag{1}$$

Section 2 derives this form. The initial polarisation is along $I_x$, and $s(t)$ is the polarisation that has reached $S_x$, in units of the initial $I$ polarisation. Let

$$\Delta=\omega_{1I}-\omega_{1S},\qquad \Sigma=\omega_{1I}+\omega_{1S}.$$

Three rotations by $\pi$ restrict the answer before any equation of motion is solved.

- **Both spins about $x$.** Both $I_z$ and $S_z$ change sign, so $H$ is unchanged. States with total $x$ quantum number $0$ therefore never mix with those having $\pm1$. In the first pair, $|{+-}\rangle$ and $|{-+}\rangle$, the fields give energies $\pm\Delta/2$; in the second, $|{++}\rangle$ and $|{--}\rangle$, they give $\pm\Sigma/2$. Hence $s$ is a sum of a function of $\Delta$ and a function of $\Sigma$.
- **$I$ alone about $x$.** This reverses $b$ and nothing else, so $s$ is even under $b\to-b$.
- **$S$ alone about $y$.** This reverses $S_x$ and $S_z$, hence $\omega_{1S}$, $b$ and the detected polarisation. Reversing $\omega_{1S}$ exchanges $\Delta$ and $\Sigma$. With the evenness in $b$, $s(\Delta,\Sigma)=-s(\Sigma,\Delta)$.

Together these give

$$s=F(\Delta;b,t)-F(\Sigma;b,t). \tag{2}$$

For static $b$, dimensional analysis adds that $F$ depends on $bt$ and $\Delta/b$ alone. One two-level problem remains. The $\Delta$ block is called zero-quantum (ZQ) and the $\Sigma$ block double-quantum (DQ), counting quanta along $x$.

## 2. The Hamiltonian in the doubly rotating frame

Let $\mathbf e$ be the unit vector along the bond and $\theta$ its angle to the static field. The dipolar interaction is

$$H_D=d\,[3(\mathbf I\cdot\mathbf e)(\mathbf S\cdot\mathbf e)-\mathbf I\cdot\mathbf S],\qquad d=-\frac{\mu_0\gamma_I\gamma_S\hbar}{4\pi r^3}.$$

The Zeeman terms are $\omega_{0I}I_z+\omega_{0S}S_z$, and the linearly oscillating fields contribute $2\omega_{1I}\cos(\omega_{0I}t)I_x$ and its counterpart for $S$. In the frame rotating with both Zeeman terms,

$$I_x\to I_x\cos\omega_{0I}t-I_y\sin\omega_{0I}t .$$

The $I$ field becomes

$$\omega_{1I}\left[I_x(1+\cos2\omega_{0I}t)-I_y\sin2\omega_{0I}t\right],$$

with average $\omega_{1I}I_x$. The action of each field on the other spin oscillates at $\omega_{0I}\pm\omega_{0S}$ and averages to zero.

In $H_D$, terms with one transverse operator oscillate at a Larmor frequency, and terms with two oscillate at the sum or difference of the Larmor frequencies. The term $I_zS_z$ survives, with coefficient $d(3\cos^2\theta-1)$. Writing $P_2(x)=(3x^2-1)/2$ gives equation (1) with

$$b=d\,P_2(\cos\theta).$$

This requires the Larmor frequencies, their sum and their difference to be large in magnitude compared with $|d|$, the nutation frequencies and any rate at which $\theta$ changes. Relaxation, scalar coupling, chemical-shift anisotropy and other spins are left out.

## 3. The simple case: a static pair

### Two fictitious spins

Define

$$Z_z=\tfrac12(I_x-S_x),\quad Z_x=I_zS_z+I_yS_y,\quad Z_y=I_zS_y-I_yS_z,$$

$$D_z=\tfrac12(I_x+S_x),\quad D_x=I_zS_z-I_yS_y,\quad D_y=-(I_yS_z+I_zS_y).$$

To check that the first set is a spin, use $[I_x,I_y]=iI_z$ and $[I_x,I_z]=-iI_y$:

$$[I_x,Z_x]=i(I_zS_y-I_yS_z),\qquad [S_x,Z_x]=i(I_yS_z-I_zS_y).$$

Half the difference is $[Z_z,Z_x]=iZ_y$. Similarly, $[I_x,Z_y]=-iZ_x$ and $[S_x,Z_y]=iZ_x$, so $[Z_y,Z_z]=iZ_x$. Finally, since each squared spin component is $1/4$,

$$[Z_x,Z_y]=\tfrac14(-iS_x+iI_x+iI_x-iS_x)=iZ_z .$$

The rotation of $S$ by $\pi$ about $y$ turns $(Z_x,Z_y,Z_z)$ into $(-D_x,-D_y,D_z)$. Reversing the first two components is a rotation about the third, so the $D$ set obeys the same commutation rules.

With $I_\pm=I_y\pm iI_z$, which raise and lower the $x$ quantum number, and likewise for $S$,

$$Z_x=\tfrac12(I_+S_-+I_-S_+),\qquad D_x=-\tfrac12(I_+S_++I_-S_-).$$

The $Z$ operators act only within $|{+-}\rangle,|{-+}\rangle$ and the $D$ operators only within $|{++}\rangle,|{--}\rangle$. The two sets therefore commute. Since $I_x=D_z+Z_z$, $S_x=D_z-Z_z$ and $2I_zS_z=Z_x+D_x$,

$$H=[\Delta Z_z+bZ_x]+[\Sigma D_z+bD_x]. \tag{3}$$

### Nutation and the exact transfer

In the high-temperature approximation the part of the density operator that matters is proportional to $I_x=D_z+Z_z$. The vector $Z_z$ precesses about an axis with components $(b,0,\Delta)$ at the rate $\Omega_Z=\sqrt{b^2+\Delta^2}$. Its part along the axis, of length $\Delta/\Omega_Z$, stays fixed, while its perpendicular part, of length $|b|/\Omega_Z$, turns. Projection back on $z$ gives

$$c_Z=\frac{\Delta^2}{\Omega_Z^2}+\frac{b^2}{\Omega_Z^2}\cos\Omega_Zt
=1-2p_Z,\qquad p_Z=\frac{b^2}{\Omega_Z^2}\sin^2\frac{\Omega_Zt}{2}.$$

For the DQ spin, $\Sigma$ replaces $\Delta$. The traces are $\mathrm{Tr}\,Z_z^2=\mathrm{Tr}\,D_z^2=1/2$, $\mathrm{Tr}\,Z_zD_z=0$ and $\mathrm{Tr}\,S_x^2=1$. Therefore $s=\tfrac12(c_D-c_Z)=p_Z-p_D$, or

$$s=\frac{b^2}{b^2+\Delta^2}\sin^2\frac{\sqrt{b^2+\Delta^2}\,t}{2}
-\frac{b^2}{b^2+\Sigma^2}\sin^2\frac{\sqrt{b^2+\Sigma^2}\,t}{2}. \tag{4}$$

This has the form required by equation (2) and is exact for Hamiltonian (1) with static $b$. It was tested against the matrix exponential of the four-level Hamiltonian, including cases where the fields are no larger than a few times $b$.

When $|\Sigma|\gg|b|$, the second term is small: $D_z$ is locked by the large field sum. At $\Delta=0$, $Z_z$ has no longitudinal field and nutates about $x$:

$$s\simeq\sin^2(bt/2).$$

At $|b|t=\pi$, $Z_z$ has become $-Z_z$, so $D_z+Z_z=I_x$ has become $D_z-Z_z=S_x$. This is Hartmann-Hahn transfer. The sum $I_x+S_x=2D_z$ stays fixed while the difference is inverted.

### Two limits

If the $S$ field is absent, $\Delta=\Sigma$ and equation (4) gives $s=0$ at all times. This is right: $H$ and the initial $I_x$ then both commute with $S_z$, so the density operator $\rho$ does at all times, and $\mathrm{Tr}(S_x\rho)=-i\,\mathrm{Tr}([S_y,S_z]\rho)=-i\,\mathrm{Tr}(S_y[S_z,\rho])=0$.

For short times, $p_Z\simeq(b^2t^2/4)(1-\Omega_Z^2t^2/12)$. The $t^2$ terms of the two blocks cancel, leaving

$$s\simeq\frac{b^2t^4}{48}(\Sigma^2-\Delta^2)=\frac{b^2\omega_{1I}\omega_{1S}t^4}{12}.$$

The quadratic start of $\sin^2(bt/2)$, namely $b^2t^2/4$, appears after the DQ term has become negligible, for $1/|\Sigma|\ll t\ll1/|b|$ at match.

### Numbers for the static pair

Take $d/2\pi=-4$ kHz as a round model parameter and $\theta=30^\circ$. Then $P_2=(3\times0.75-1)/2=0.625$ and $b/2\pi=-2.5$ kHz. Full transfer takes $t=\pi/|b|=1/(2\times2.5\ \text{kHz})=0.2$ ms. With both fields at 90 kHz, the four-level calculation gives $s=1.000$ at that time. A mismatch of 5 kHz reduces the ZQ amplitude to $2.5^2/(2.5^2+5^2)=0.20$, the calculated maximum.

## 4. Letting the sample spin

### The coupling has no constant part

The rotor axis is at the magic angle $\theta_m$, where $\cos^2\theta_m=1/3$. The bond makes an angle $\beta$ with this axis and has azimuth $\varphi=\omega_rt+\gamma$. Thus

$$\cos\theta=\cos\beta\cos\theta_m+\sin\beta\sin\theta_m\cos\varphi .$$

Squaring, with $\sin^2\theta_m=2/3$ and $\sin\theta_m\cos\theta_m=\sqrt2/3$, gives

$$3\cos^2\theta-1=\cos^2\beta-1+2\sin^2\beta\cos^2\varphi+\sqrt2\sin2\beta\cos\varphi .$$

Because $2\cos^2\varphi=1+\cos2\varphi$, the constants cancel. Half of the remainder is $P_2$, so

$$b(t)=d\left[\frac{\sin2\beta}{\sqrt2}\cos\varphi+\frac{\sin^2\beta}{2}\cos2\varphi\right]
=\sum_{k=\pm1,\pm2}b_ke^{ik\varphi}, \tag{5}$$

$$b_{\pm1}=\frac{d\sin2\beta}{2\sqrt2},\qquad b_{\pm2}=\frac{d\sin^2\beta}{4}.$$

### The old match disappears

Equation (3) still holds, now with $b(t)$. At $\Delta=0$ the ZQ Hamiltonian is $b(t)Z_x$, which commutes with itself at different times. Its propagator is $\exp[-iZ_x\int b\,dt]$. The integral vanishes over a rotor period, so the ZQ spin returns exactly to its start after each whole period. Within a period it rocks through an angle of order $|d|/\omega_r$. The static match is lost because successive parts of the rotor cycle undo one another.

### Restoring a static transverse field

Let $\Delta=n\omega_r+\delta$ and enter a ZQ frame rotating about $Z_z$ at $n\omega_r$. This leaves $Z_z$, and hence the measured transfer, unchanged. Let $u$ and $v$ be the amplitudes of $|{+-}\rangle$ and $|{-+}\rangle$. Since $b_{-k}=b_k$, the index of the Fourier sum can be reversed to give

$$i\dot u=\frac{\delta}{2}u+\frac12\sum_kb_ke^{-ik\gamma}e^{i(n-k)\omega_rt}v, \tag{6}$$

$$i\dot v=-\frac{\delta}{2}v+\frac12\sum_kb_ke^{ik\gamma}e^{-i(n-k)\omega_rt}u .$$

For $|d|\ll\omega_r$ and small $\delta$, the terms with $k\ne n$ average out at first order. The term $k=n$ is static:

$$\bar H_Z=\delta Z_z+b_n(Z_x\cos n\gamma+Z_y\sin n\gamma). \tag{7}$$

This is the static problem again, with a transverse field of size $|b_n|$ along the direction $n\gamma$ for $b_n>0$ and opposite to it for $b_n<0$. The inversion of $Z_z$ does not depend on that direction. At $\delta=0$,

$$s\simeq\sin^2(|b_n|t/2),\qquad \Delta=n\omega_r,\quad n=\pm1,\pm2. \tag{8}$$

The restriction on $n$ comes from equation (5), which contains no other Fourier components. The field difference makes the ZQ spin precess in step with one of them, so its pushes add instead of cancelling. The DQ spin remains locked if $\Sigma$ is far from its own resonances.

### The small shift of the match

The components with $k\ne n$ have a second-order effect. To leading order, equation (6) makes $v$ acquire the oscillating part

$$v_{\rm osc}=\frac12\sum_{k\ne n}\frac{b_ke^{ik\gamma}}{(n-k)\omega_r}e^{-i(n-k)\omega_rt}u .$$

Inserted in the equation for $u$, products of different components still oscillate. Each component multiplied by its own conjugate is static and adds $\tfrac12\kappa_nu$, where

$$\kappa_n=\sum_{k\ne n}\frac{b_k^2}{2(n-k)\omega_r}. \tag{9}$$

The same step for $v$ gives $-\tfrac12\kappa_nv$. Hence $\kappa_n$ adds to $\delta$:

$$s\simeq\frac{b_n^2}{\Omega_n^2}\sin^2\frac{\Omega_nt}{2},\qquad
\Omega_n^2=b_n^2+(\delta+\kappa_n)^2. \tag{10}$$

The precession is slowest at $\delta=-\kappa_n$, which is the centre of the match after averaging over the rotor phase $\gamma$. For a single phase, the oscillating part $v_{\rm osc}$, which equation (10) leaves out of the final projection, tilts the precession axis by an angle of order $|d|/\omega_r$. At whole periods this moves the largest transfer by an amount of order $|b_nd|/\omega_r$, which can exceed $|\kappa_n|$, and away from the match it changes the amplitude at first order in $|d|/\omega_r$. The sign of the tilt varies with $\gamma$, so these first-order changes cancel in the average. For $n=1$ and a bond nearly perpendicular to the rotor axis, $b_1$ tends to zero while $\kappa_1$ does not, so even this small shift matters. For $n=2$ the shift vanishes together with $b_2$, and $|\kappa_2/b_2|$ never exceeds $4|d|/(3\omega_r)$.

At whole rotor periods, the evolution is a rotation about a fixed axis. At $\delta=0$ the neglected terms tilt this axis from the transverse plane by an angle of order $|d|/\omega_r$, which affects the $z$ projection through its square. Two transverse actions return a state to itself, so a correction to the transverse coupling needs three and is of order $|d|^3/\omega_r^2$. For fixed $|b_n|t$ and an orientation with $|b_n|$ comparable to $|d|$, the errors in equation (8) are thus second order in $|d|/\omega_r$. Between whole periods, a first-order ripple can remain.

## 5. A spinning pair in numbers

Keep $d/2\pi=-4$ kHz and choose $\omega_r/2\pi=40$ kHz, $\Sigma/2\pi=180$ kHz, $\beta=60^\circ$ and the initial rotor phase $\gamma=0.4$ rad. The first-order law does not depend on $\gamma$, but the small corrections to it do, so the simulated single-orientation values here and in Section 6 refer to this phase unless stated otherwise. Half the sum and difference of $\Sigma$ and $\Delta$ give the individual fields.

**Difference of one rotor frequency.** The fields are $(180+40)/2=110$ kHz and $(180-40)/2=70$ kHz. The coupling is

$$|b_1|/2\pi=4\times0.8660/(2\sqrt2)=1.225\ \text{kHz},$$

so full transfer is expected at $1/(2\times1.2247\ \text{kHz})=0.408$ ms. The nearest whole number of periods is 16, or 0.400 ms. Four-level propagation gives $s=0.9989$ there, against 0.9990 from equation (8).

**Difference of two rotor frequencies.** The fields are 130 and 50 kHz, and $|b_2|/2\pi=4\times0.75/4=0.75$ kHz. Full transfer is expected at 0.667 ms. After 27 periods, or 0.675 ms, propagation gives 0.9992 and equation (8) gives 0.9996.

Over 1 ms, the largest absolute deviations from equation (8) at whole periods are 0.0008 and 0.0009 at this phase; at other phases the $n=2$ deviation reaches about 0.005. Doubling the rotor frequency and both applied fields lowers each to about 0.0002 at this phase. This is consistent with a second-order error, though the rounded maxima do not establish an exact factor of four.

Equation (9) gives

$$\frac{\kappa_1}{2\pi}=\frac{1.2247^2/4-0.75^2/3}{40}=0.0047\ \text{kHz},$$

$$\frac{\kappa_2}{2\pi}=\frac{(2/3)1.2247^2+0.75^2/8}{40}=0.0268\ \text{kHz}.$$

The one-period ZQ propagators give the same values at this precision. Detuning the first match by 1 kHz lowers the amplitude to

$$\frac{1.2247^2}{1.2247^2+(1+0.0047)^2}=0.598,$$

which is also the largest simulated polarisation after averaging over eight rotor phases. The averaging matters here: single phases give maxima that differ from this value by up to about 0.03. The width of a match is set by $|b_n|$, so at this orientation the narrower $n=2$ match needs closer control of the field difference. For $\beta$ between about $70.5^\circ$, where $\tan\beta=2\sqrt2$, and $90^\circ$, $|b_2|$ exceeds $|b_1|$ and the order is reversed.

## 6. How far does "one or two" hold?

In a scan at constant $\Sigma$, with $s$ sampled only at whole rotor periods, the largest sampled value within 1 ms exceeds 0.99 at $\Delta=\omega_r$ and $2\omega_r$. At the half-integer points scanned between 0 and $3\omega_r$ it is below 0.004 for $\gamma=0.4$ and reaches about 0.01 at other phases. It is 0.0000 to the printed precision at $0$ and $3\omega_r$; this is a signed maximum and does not show the small negative values, about $-0.0004$ at this phase, that the DQ block leaves at both points. These small values refer to whole periods alone. Within a period an off-resonant ZQ spin rocks through an angle of order $|d|/\omega_r$, which gives a transient $s$ of order $(d/\omega_r)^2$; at $\Delta=0$ this rocking is undone exactly at the end of each period, as shown in Section 4. The tests also confirm the matches at $-\omega_r$ and $-2\omega_r$.

The selection of one or two is a first-order result. At $n=3$, three actions of the coupling can combine, through $1+1+1=3$ and the orderings of $2+2-1=3$ (at this orientation the latter supply about 0.16 Hz and the former 0.07 Hz; the same mechanism gives still weaker couplings at $n=4,5,6$), giving a coupling of order $|d|^3/\omega_r^2$. The calculated value is 0.233 Hz, falling to 0.058 Hz when the rotor frequency doubles: the expected factor of four. Even at the shifted centre of this resonance, inversion would take $1/(2\times0.233\ \text{Hz})\approx2.1$ s, so nothing is visible in 1 ms.

A scalar coupling $J$ would add a constant $b_0=\pi J$ to $b(t)$ and reopen a match at $\Delta=0$. The absence of that match belongs to the purely dipolar model.

The antisymmetry in equation (2) supplies the DQ case without another derivation. If $\Sigma=n\omega_r$ while $\Delta$ is off resonance, $D_z$ is inverted and $Z_z$ stays locked. Then $I_x=D_z+Z_z$ becomes $-D_z+Z_z=-S_x$, and

$$s\simeq-\sin^2(|b_n|t/2).$$

Fields of 28 and 12 kHz have the sum 40 kHz, equal to the rotor frequency. The calculated polarisation reaches $-0.997$ at $\gamma=0.4$, and the third decimal varies with the phase. If the sum and difference both match, the two contributions compete, and equation (8) alone fails.

## 7. From one orientation to a powder

In an isotropic powder $q=\cos\beta$ is uniformly distributed; by symmetry, $0\le q\le1$ suffices. Write $|b_n|=B_nx$ with

$$B_1=\frac{|d|}{2\sqrt2},\quad x=2q\sqrt{1-q^2};\qquad
B_2=\frac{|d|}{4},\quad x=1-q^2 .$$

For $n=2$, $q=\sqrt{1-x}$, so the density of $x$ is $|dq/dx|=1/(2\sqrt{1-x})$. For $n=1$, each $x$ arises from two values,

$$q_\pm=\sqrt{(1\pm R)/2},\qquad R=\sqrt{1-x^2}.$$

They satisfy $q_+q_-=x/2$ and $(q_++q_-)^2=1+x$. Adding their contributions,

$$\frac{x}{4R}\left(\frac1{q_+}+\frac1{q_-}\right)
=\frac{\sqrt{1+x}}{2R}=\frac1{2\sqrt{1-x}} .$$

The distributions are identical. At first order both powder curves are therefore

$$\bar s_n(t)=\int_0^1\frac{\sin^2(B_nxt/2)}{2\sqrt{1-x}}\,dx, \tag{11}$$

with time scales differing by $B_1/B_2=\sqrt2$. At short times, $\int_0^1x^2\,dx/(2\sqrt{1-x})=8/15$ gives $\bar s_n\simeq2B_n^2t^2/15$. At long times the oscillations from different orientations cancel and $\bar s_n\to1/2$.

This explains why the two computed maxima are both 0.733. They occur at 0.425 ms for $n=1$ (printed as 0.426 ms below, where the time grid has a step of 0.002 ms) and 0.602 ms for $n=2$, a ratio of 1.41. Full propagation of the powder at the nearest whole periods, on 20 angles $\beta$ with two rotor phases each, gives 0.7325 and 0.7318; the second value depends on the phase sampling, ranging from 0.7316 to 0.7324 for different pairs of phases, and is 0.7320 when averaged over many phases. The maximum lies below one because orientations with different $|b_n|$ do not complete their inversions together. The remaining values are in the numerical output below.

## Table of computed values

```
dipolar constant d/2pi = -4.0 kHz
rotor frequency = 40.0 kHz
sum of nutation frequencies = 180.0 kHz
angle beta = 60.0 degrees
static: angle theta = 30.0 degrees
static: coupling b/2pi = -2.5000 kHz
static: full-transfer time = 0.2000 ms
static: S polarisation at that time = 1.00000
static, 5 kHz mismatch: largest S polarisation in 1 ms = 0.2000
n=1: I field = 110.0 kHz, S field = 70.0 kHz
n=1: |b_n|/2pi = 1.2247 kHz
n=1: first-order full-transfer time = 0.4082 ms
n=1: after 16 periods (0.4000 ms): simulated 0.9989, sin^2 law 0.9990
n=1: largest deviation from sin^2 law in 1 ms = 0.00080; at doubled spinning 0.00022
n=1: kappa/2pi formula = 0.00469 kHz, from propagator = 0.00469 kHz
n=1: detuned by 1.0 kHz: largest simulated 0.5978, amplitude formula 0.5978
n=2: I field = 130.0 kHz, S field = 50.0 kHz
n=2: |b_n|/2pi = 0.7500 kHz
n=2: first-order full-transfer time = 0.6667 ms
n=2: after 27 periods (0.6750 ms): simulated 0.9992, sin^2 law 0.9996
n=2: largest deviation from sin^2 law in 1 ms = 0.00088; at doubled spinning 0.00018
n=2: kappa/2pi formula = 0.02676 kHz, from propagator = 0.02677 kHz
n=2: detuned by 0.5 kHz: largest simulated 0.6696, amplitude formula 0.6697
n=3: residual coupling = 0.2332 Hz; at doubled spinning 0.0583 Hz
difference/rotor frequency = 0.0: largest S polarisation in 1 ms = 0.0000
difference/rotor frequency = 0.5: largest S polarisation in 1 ms = 0.0034
difference/rotor frequency = 1.0: largest S polarisation in 1 ms = 0.9989
difference/rotor frequency = 1.5: largest S polarisation in 1 ms = 0.0017
difference/rotor frequency = 2.0: largest S polarisation in 1 ms = 0.9992
difference/rotor frequency = 2.5: largest S polarisation in 1 ms = 0.0035
difference/rotor frequency = 3.0: largest S polarisation in 1 ms = 0.0000
DQ match (28 and 12 kHz): most negative S polarisation = -0.9965
powder n=1: first-order maximum 0.7329 at 0.426 ms
powder n=1: full simulation at 0.4250 ms = 0.7325
powder n=2: first-order maximum 0.7329 at 0.602 ms
powder n=2: full simulation at 0.6000 ms = 0.7318
```
